# Normally Ordered Photodetection, the Kelley–Kleiner Formula and Binomial Thinning

## 1. Definitions and conventions

Hartree atomic units are used, with \(\hbar=4\pi\varepsilon_0=1\) and speed of light \(c\). Light of central frequency \(\omega\) travels along \(x\) in one transverse mode, taken as uniform over an area \(A\). Its bandwidth is far below \(\omega\). The electric field along the detector dipole is

\[
E(t)=E^+(t)+E^-(t),\qquad E^-=(E^+)^\dagger ,
\]

where \(E^+\) varies as \(e^{-i\omega t}\) and contains annihilation operators. The incident flux amplitude \(b(t)\) obeys

\[
[b(t),b^\dagger(t')]=\delta(t-t'),
\]

so \(b^\dagger b\) is the number of photons arriving per unit time. The normally ordered energy flux is \((c/4\pi)\,2E^-E^+\), because the terms at \(\pm2\omega\) average out. Equating \(A\) times this flux to \(\omega b^\dagger b\) gives, with a conventional phase,

\[
E^+(t)=i\sqrt{\frac{2\pi\omega}{cA}}\;b(t)e^{-i\omega t}. \tag{1}
\]

Colons denote normal ordering: creation operators stand to the left and annihilation operators to the right, with no commutators added. The incident pulse contains \(m\) photons with probability \(p_m\), and the detector registers \(n\) clicks with probability \(P_n\). A click is one ionized atom. Recombination, dark counts, dead time and reflection are left out.

The result to be derived is

\[
P_n=\left\langle :\frac{\Omega^n}{n!}e^{-\Omega}: \right\rangle,
\qquad
\Omega=\eta\int_{\rm gate}b^\dagger(t)b(t)\,dt, \tag{2}
\]

with efficiency \(\eta=1-e^{-\varrho\sigma L}\) for a slab of atomic density \(\varrho\), cross section \(\sigma\) and length \(L\). If the gate covers the whole pulse, (2) becomes

\[
P_n=\sum_{m\ge n}\binom mn\eta^n(1-\eta)^{m-n}p_m. \tag{3}
\]

## 2. The click rate of one atom

The atom starts in its ground state \(|g\rangle\). The final states \(|f\rangle\) have excitation energies \(\varepsilon_f\) and dipole elements \(d_f\), made real by a choice of phases. With \(H_I=-dE\) in the interaction picture, the first-order amplitude for reaching \(|f\rangle\), while the field goes from \(|\psi\rangle\) to \(|\phi\rangle\), is

\[
c_{f\phi}=-i\int\langle f,\phi|H_I|g,\psi\rangle dt
=i d_f\int e^{i\varepsilon_f t}\langle\phi|E(t)|\psi\rangle dt .
\]

The \(E^+\) part of the integrand oscillates at \(\varepsilon_f-\omega\) and can be resonant. The \(E^-\) part oscillates at \(\varepsilon_f+\omega\), and its integral over a smooth pulse of many cycles is negligible. This is the rotating-wave approximation.

The final field state is not observed, so the probability is summed over a complete set \(|\phi\rangle\):

\[
P=\sum_f d_f^2\iint e^{i\varepsilon_f(t-t')}
\langle E^-(t')E^+(t)\rangle\,dt\,dt'. \tag{4}
\]

The complex-conjugate amplitude supplies \(E^-\) on the left. The normal order therefore follows from absorption out of the ground state.

Let \(D^2\) be the squared dipole element per unit energy. If it is flat over the light spectrum, \(\sum_f d_f^2\to D^2\int d\varepsilon\). The energy limits may be extended to infinity, since the correlation function has no weight far from \(\omega\). Then

\[
\int d\varepsilon\,e^{i\varepsilon(t-t')}=2\pi\delta(t-t'),
\]

and the probability is the time integral of Glauber's rate

\[
w(t)=2\pi D^2\langle E^-(t)E^+(t)\rangle . \tag{5}
\]

In vacuum \(E^+|0\rangle=0\), so the rate vanishes although \(\langle E^2\rangle\) does not. If \(D^2\) varies across the spectrum, it must stay inside the energy integral of (4), and the detector then weights each frequency differently. The rate has meaning on times much longer than the inverse width of the continuum.

**Check with a classical pulse.** For \(E(t)=E_0e^{-t^2/2\tau^2}\cos\omega t\), the modulus of \(E^+\) is half the envelope. The integrated rate is

\[
W=2\pi D^2\left(\frac{E_0}{2}\right)^2\int e^{-t^2/\tau^2}dt
=2\pi D^2\left(\frac{E_0}{2}\right)^2\tau\sqrt\pi .
\]

With \(D^2=0.5\), \(E_0=0.010\) and \(\tau=60\), the peak rate is \(7.854\times10^{-5}\) and \(W=0.008352\). The Schrödinger equation with the full real field gives \(0.008318\), lower by 0.4% of \(W\). A ground population that decays at the rate \(w\) would give \(1-e^{-W}\simeq W-W^2/2\), which accounts for a deficit of this size. Formula (5) thus requires \(W\ll1\) for each atom.

## 3. From one atom to a slab

Substituting (1) into (5), where the phase factors cancel, gives

\[
w=2\pi D^2\,\frac{2\pi\omega}{cA}\langle b^\dagger b\rangle
=\frac{\sigma}{A}\langle b^\dagger b\rangle,
\qquad \sigma=\frac{4\pi^2\omega D^2}{c}. \tag{6}
\]

A layer of thickness \(dx\) contains \(\varrho A\,dx\) atoms and absorbs the fraction \(\varrho\sigma\,dx\) of a weak flux. A photon crosses it in the time \(dx/c\), so its absorption rate is

\[
\Gamma=\varrho\sigma c. \tag{7}
\]

The medium is taken as dilute enough for the atoms to absorb independently and for the light to travel at speed \(c\).

### Why many atoms act as bosons

Consider \(N\) equally coupled atoms. Propagation phases can be absorbed into their excited states. A normalized symmetric state with \(m\) ionized atoms, \(n_k\) of them in level \(k\), is a sum over

\[
M=\frac{N!}{(N-m)!\prod_l n_l!}
\]

arrangements, each with amplitude \(M^{-1/2}\). The operator \(\sum_j|k_j\rangle\langle g_j|\) moves one more atom to level \(k\). Each new arrangement arises from \(n_k+1\) old ones, so its amplitude is \((n_k+1)M^{-1/2}\). The number of new arrangements is \(M'=M(N-m)/(n_k+1)\). The matrix element between normalized states is therefore

\[
(n_k+1)\sqrt{\frac{M'}{M}}=\sqrt{(N-m)(n_k+1)}. \tag{8}
\]

Dividing by \(\sqrt N\), which is absorbed into the collective coupling, leaves the boson factor \(\sqrt{n_k+1}\) times \(\sqrt{1-m/N}\). For \(m\ll N\) each matrix element is that of a boson, with a relative correction of about \(m/2N\). These corrections add up over successive absorptions, so the probability that all \(m\) photons are absorbed falls by a relative amount close to \(m(m-1)/2N\) for a short exposure. In a closed mode it is still of order \(m^2/N\) at \(\Gamma t\approx1\) and fades for \(\Gamma t\gg1\). Unless absorption is nearly complete, \(m^2/N\) must therefore also be small.

This was tested with two photons in a closed mode coupled to discretized atomic continua for a time \(\Gamma t=1.0803\). In the limit of many atoms the click probabilities are \((0.1178,0.4508,0.4314)\) for \(n=0,1,2\). They agree with the binomial law for the one-photon efficiency \(0.6568\) of the same model. This value lies below \(1-e^{-1.0803}=0.6605\) because the continuum has a half-width of only \(30\Gamma\); half-widths of \(100\Gamma\) and \(400\Gamma\) give \(0.6595\) and \(0.6603\). With 100 atoms, \(P_2\) is lower by \(2.85\times10^{-3}\), and with 1000 atoms by \(2.84\times10^{-4}\), which confirms the \(1/N\) correction. A single atom gives \(P_2=0\), because it can be ionized only once. Thinning is thus a property of a detector with many available absorbers.

## 4. The field inside the detector

Let \(\beta(x,t)\) be the photon amplitude per root length, in the frame rotating at \(\omega\), with \([\beta(x),\beta^\dagger(x')]=\delta(x-x')\) at equal times. Let \(B_\nu(x,t)\) annihilate an atomic excitation at depth \(x\) with energy \(\omega+\nu\), where

\[
[B_\nu(x),B^\dagger_{\nu'}(x')]=\delta(\nu-\nu')\delta(x-x').
\]

The coupling is \(\sqrt{\Gamma/2\pi}\int dx\,d\nu\,(\beta^\dagger B_\nu+B_\nu^\dagger\beta)\). Its golden-rule rate is \(2\pi(\Gamma/2\pi)=\Gamma\), in agreement with (7). The Heisenberg equations are

\[
(\partial_t+c\partial_x)\beta=-i\sqrt{\frac{\Gamma}{2\pi}}\int d\nu\,B_\nu,
\qquad
\partial_tB_\nu=-i\nu B_\nu-i\sqrt{\frac{\Gamma}{2\pi}}\,\beta. \tag{9}
\]

Starting from an early time \(t_0\), the second equation has the solution

\[
B_\nu(t)=e^{-i\nu(t-t_0)}B_\nu(t_0)
-i\sqrt{\frac{\Gamma}{2\pi}}\int_{t_0}^{t}e^{-i\nu(t-s)}\beta(s)\,ds. \tag{10}
\]

Define \(f_{\rm in}(x,t)=(2\pi)^{-1/2}\int d\nu\,e^{-i\nu(t-t_0)}B_\nu(x,t_0)\). Integrating (10) over \(\nu\) produces \(2\pi\delta(t-s)\) at the end point of the time integral. The delta function is the limit of a symmetric kernel, so half of it counts:

\[
\int d\nu\,B_\nu=\sqrt{2\pi}\,f_{\rm in}-i\pi\sqrt{\frac{\Gamma}{2\pi}}\,\beta .
\]

Insertion into (9) gives

\[
(\partial_t+c\partial_x)\beta=-\frac{\Gamma}{2}\beta-i\sqrt\Gamma\,f_{\rm in}. \tag{11}
\]

The excitations present at a later time \(t_1\) are described by

\[
f_{\rm out}(x,t)=\frac1{\sqrt{2\pi}}\int d\nu\,e^{-i\nu(t-t_1)}B_\nu(x,t_1).
\]

Put \(t=t_1\) in (10) and transform. For \(t_0<t<t_1\) the delta function now lies inside the integration range and counts in full, so

\[
f_{\rm out}=f_{\rm in}-i\sqrt\Gamma\,\beta. \tag{12}
\]

Because \(f_{\rm out}\) is a Fourier transform of equal-time boson operators, it satisfies \([f_{\rm out}(x,t),f_{\rm out}^\dagger(x',t')]=\delta(x-x')\delta(t-t')\). By Parseval's theorem, \(\int dt\,f_{\rm out}^\dagger f_{\rm out}=\int d\nu\,B_\nu^\dagger B_\nu\) at \(t_1\). The right side of (12) does not depend on \(t_1\). Hence \(f_{\rm out}^\dagger f_{\rm out}\) is the density of clicks in depth and time.

Along a ray at fixed \(t-x/c\), (11) is an ordinary differential equation in \(x\). At the entrance \(\beta(0,t)=b(t)/\sqrt c\), since the flux is \(c\beta^\dagger\beta\). Its solution, inserted into (12), gives

\[
f_{\rm out}(x,t)=-i\sqrt{\frac{\Gamma}{c}}\,e^{-\Gamma x/2c}\,b(t-x/c)+v(x,t). \tag{13}
\]

Here \(v\) is a linear combination of the annihilators \(f_{\rm in}\). All atoms start in the ground state, so \(v\) acting on the initial state gives zero. It also commutes with \(b\) and \(b^\dagger\).

## 5. The counting formula

For one boson mode with number operator \(\hat n=a^\dagger a\),

\[
:e^{-\mu\hat n}:\;=\sum_l\frac{(-\mu)^l}{l!}a^{\dagger l}a^l .
\]

Since \(a^{\dagger l}a^l|m\rangle=\frac{m!}{(m-l)!}|m\rangle\), its eigenvalue on \(|m\rangle\) is \(\sum_l\binom ml(-\mu)^l=(1-\mu)^m\). Therefore

\[
:e^{-\mu\hat n}:\;=(1-\mu)^{\hat n}. \tag{14}
\]

Products over independent modes extend this to the total number in any set of modes. Let \(\hat N\) be the number of clicks in the gate. With \(\mu=1-z\),

\[
\langle z^{\hat N}\rangle=
\left\langle:\exp\left[-(1-z)\iint f_{\rm out}^\dagger f_{\rm out}\,dx\,dt\right]:\right\rangle. \tag{15}
\]

Equation (13) contains annihilators alone, so normal order in \(f_{\rm out}\) is also normal order in \(b\) and \(v\). Each \(v\) can be moved to the far right and each \(v^\dagger\) to the far left, where they give zero. The vacuum noise that preserves the commutators thus adds no clicks.

The gate is defined in retarded time: at depth \(x\) it is delayed by \(x/c\), so every layer sees the same part of the pulse. The depth integral then separates:

\[
\int_0^L\frac{\Gamma}{c}e^{-\Gamma x/c}dx=1-e^{-\Gamma L/c}=1-e^{-\varrho\sigma L}=\eta. \tag{16}
\]

Equation (15) becomes \(\langle z^{\hat N}\rangle=\langle:e^{-\Omega}e^{z\Omega}:\rangle\). By definition it also equals \(\sum_nP_nz^n\). The coefficient of \(z^n\) is the Kelley–Kleiner formula (2).

If the gate instead closes at one laboratory time \(T\) for all layers, \(\Omega\) is replaced by

\[
\Omega_T=\int_0^L dx\,\frac{\Gamma}{c}e^{-\Gamma x/c}\int_{-\infty}^{T-x/c}b^\dagger(t)b(t)\,dt. \tag{17}
\]

As a test, a one-photon Gaussian pulse, whose flux has an rms duration of one transit time \(L/c\), was propagated through a slab of discretized continua with optical depth \(\varrho\sigma L=1.0803\). With the gate closing half a transit time after the pulse centre enters, the simulated click probability is 0.352 and (17) gives 0.353. The difference comes from the finite half-width \(40\,c/L\) of the continua and vanishes as they are widened. After the whole pulse has passed, the simulated efficiency is 0.6605, as (16) predicts. The front half of the slab contributes 0.4173, in agreement with \(1-e^{-\varrho\sigma L/2}\).

## 6. Binomial thinning and its limits

When the gate contains the whole pulse, \(\Omega=\eta\hat N_{\rm in}\), where \(\hat N_{\rm in}\) is the total incident photon number. Applying (14) with \(\mu=\eta(1-z)\) gives

\[
\langle z^{\hat N}\rangle=\sum_mp_m(1-\eta+\eta z)^m. \tag{18}
\]

Expanding the power and collecting \(z^n\) yields (3). The counts are distributed as if each photon were registered independently with probability \(\eta\). Coherences between different photon numbers do not enter.

Differentiating (18) \(k\) times at \(z=1\) gives the factorial moments

\[
F_k^{\rm click}=\eta^kF_k,\qquad F_k=\langle\hat N_{\rm in}(\hat N_{\rm in}-1)\cdots(\hat N_{\rm in}-k+1)\rangle. \tag{19}
\]

The Mandel parameter, variance over mean minus one, is \(Q=F_2/F_1-F_1\), because the variance is \(F_2+F_1-F_1^2\). It scales as \(Q\to\eta Q\). The ratio \(g^{(2)}=F_2/F_1^2\) is unchanged. Loss therefore reduces the departure from Poisson statistics in \(Q\) but not in \(g^{(2)}\).

Three limits help in checking an implementation:

- For \(\eta\to1\), \(P_n\to p_n\).
- For small \(\eta\) and finite moments, \(P_1=\eta F_1+O(\eta^2)\), the integrated Glauber rate.
- For coherent light, \(b\) may be replaced by its amplitude, and (2) is a Poisson distribution with mean \(\eta F_1\).

### Linear efficiency

A closed mode obeys (11) without the propagation term, so its efficiency after time \(t\) is \(1-e^{-\Gamma t}\). The first-order value \(\Gamma t\) ignores the loss of photons already absorbed. For one photon at \(\Gamma t=1.5\), using it in (3) gives \(P_0=1-1.5=-0.5\). The exponential law gives 0.2231 and the simulation 0.2245 for a continuum of half-width \(30\Gamma\), falling to 0.2232 at \(400\Gamma\). For weak absorption the linear value exceeds \(\eta\) by about \(\eta^2/2\), which shifts the mean count by about \(\eta^2F_1/2\). Linear absorption may safely replace \(\eta\) in the counting distribution when both \(\eta\) and this shift are much smaller than one. This condition is sufficient; what matters is the shift compared with the width of the count distribution. For bright coherent or number states a small \(\eta\) alone is not enough: at \(\varrho\sigma L=0.01\) and \(F_1=10^6\) the mean shifts by 50 against a width of about 100, and the two distributions differ by 0.20 in total variation. For thermal light or squeezed vacuum, whose width grows in proportion to the mean, the same case gives only about 0.002 and 0.001.

### Partial gates

Suppose all photons occupy one temporal mode \(u(t)\), with \(\int|u|^2dt=1\) and annihilator \(a\). The other modes are empty and drop out of normal order, so \(b(t)\to u(t)a\) and

\[
\Omega=\eta q\,a^\dagger a,\qquad q=\int_{\rm gate}|u(t)|^2dt .
\]

The gate then acts as a further thinning with efficiency \(q\), so the total efficiency is \(\eta q\). With several temporal modes, \(p_m\) alone does not fix the counts. Take two photons, \(\eta=1\), and a gate that passes the early half of the pulse. If both photons share a mode spread equally over the halves, the probabilities for \(n=0,1,2\) are \((0.25,0.50,0.25)\). If one photon is early and the other late, they are \((0,1,0)\). Both states have \(p_2=1\).

## 7. Worked example: squeezed vacuum

The model detector has \(\omega=0.5\) hartree, \(D^2=0.5\), \(\varrho=10^{-6}\,a_0^{-3}\) and \(L=1.5\times10^7\,a_0\). From (6),

\[
\sigma=\frac{4\pi^2(0.5)(0.5)}{137.036}=0.07202\,a_0^2 .
\]

The optical depth is \(\varrho\sigma L=1.0803\), so \(\eta=1-e^{-1.0803}=0.6605\). The linear value exceeds one and could not serve as a probability.

The light is one-mode squeezed vacuum, defined by \((a\cosh r-a^\dagger\sinh r)|\psi\rangle=0\). Projection on \(|2k-1\rangle\) relates neighbouring even amplitudes:

\[
\sqrt{2k}\,\cosh r\,\psi_{2k}=\sqrt{2k-1}\,\sinh r\,\psi_{2k-2}.
\]

Projection on \(|0\rangle\) gives \(\psi_1=0\), and the odd amplitudes vanish in turn. Squaring and iterating the even relation yields

\[
p_{2k}=\frac1{\cosh r}\binom{2k}{k}\left(\frac{\tanh r}{2}\right)^{2k}. \tag{20}
\]

The series \(\sum_k\binom{2k}{k}y^k=(1-4y)^{-1/2}\) fixes the normalization and gives

\[
G(u)=\sum_mp_mu^m=\left(\cosh^2r-u^2\sinh^2r\right)^{-1/2}. \tag{21}
\]

Its derivatives at \(u=1\) are \(F_1=\sinh^2r\equiv\bar n\) and \(F_2=\bar n+3\bar n^2\). Hence \(Q=2\bar n+1\) and \(g^{(2)}=3+1/\bar n\). For \(\bar n=1\), \(r=0.8814\), and thinning gives:

| \(n\) | \(p_n\) | \(P_n\) |
|---|---|---|
| 0 | 0.7071 | 0.7284 |
| 1 | 0 | 0.0867 |
| 2 | 0.1768 | 0.0998 |
| 3 | 0 | 0.0332 |
| 4 | 0.0663 | 0.0242 |

No clicks occur with probability \(G(1-\eta)\):

\[
P_0=\frac1{\sqrt{1+\bar n\eta(2-\eta)}}
=\frac1{\sqrt{1+0.6605\times1.3395}}=0.7284 .
\]

An independent calculation from the covariance of the attenuated Gaussian state gives the same value. One click arises mainly from pairs that lose one photon: \(2(0.6605)(0.3395)(0.1768)=0.0793\) of the total 0.0867. The odd counts together have probability 0.1370, although the incident light has no odd photon numbers. The mean falls from 1 to 0.6605 and \(Q\) from 3 to 1.98, while \(g^{(2)}\) stays at 4.

**Order of summation.** The normally ordered series in (2) cannot always be averaged term by term. For coherent light the averaged no-click series is \(\sum_l(-\eta F_1)^l/l!\), which converges for any \(\eta\). For squeezed vacuum it can diverge. Forming the operator before averaging avoids this problem. Averaging each term of the no-click series first expands \(G(1-\mu)=(1+2\mu-\mu^2)^{-1/2}\) in powers of \(\mu\), here for \(\bar n=1\). The nearest singularity is at \(\mu=1-\sqrt2\), so the series converges for \(|\mu|<0.4142\) and diverges at \(\mu=\eta=0.6605\). Its terms of order 20 and 40 have sizes \(1.3\times10^3\) and \(1.0\times10^7\). The thinning sum (3) has positive terms and converges. It is the form to implement.

## Computed results

```
light frequency: 0.500 hartree
dipole strength D2: 0.500 a.u.
speed of light: 137.036 a.u.
cross section: 0.07202 a0^2
atom density: 1.0e-06 a0^-3
detector length: 1.50e+07 a0
optical depth: 1.0803
efficiency eta: 0.6605
pulse peak field: 0.010 a.u.
pulse duration parameter: 60.0 a.u. of time
peak click rate: 7.8540e-05 a.u.
ionization, Schroedinger equation: 0.008318
ionization, integrated rate: 0.008352
slab efficiency, simulated: 0.6605
front-half clicks, simulated: 0.4173
front-half clicks, formula: 0.4173
gate closing time: 0.500 transit times
gated clicks, simulated: 0.3518
gated clicks, formula: 0.3530
closed-mode one-photon efficiency: 0.6568
two photons, many atoms, P0 P1 P2: 0.1178 0.4508 0.4314
binomial with that efficiency: 0.1178 0.4508 0.4314
loss of P2 with 100 atoms: 2.852e-03
loss of P2 with 1000 atoms: 2.842e-04
two photons, one atom, P0 P1 P2: 0.1153 0.8847 0.0000
long exposure Gamma t: 1.50
one-photon P0, linear efficiency: -0.5000
one-photon P0, simulated: 0.2245
one-photon P0, exponential law: 0.2231
squeezing parameter: 0.8814
n=0: photon p 0.7071, click P 0.7284
n=1: photon p 0.0000, click P 0.0867
n=2: photon p 0.1768, click P 0.0998
n=3: photon p 0.0000, click P 0.0332
n=4: photon p 0.0663, click P 0.0242
n=5: photon p 0.0000, click P 0.0113
n=6: photon p 0.0276, click P 0.0071
total odd-click probability: 0.1370
no-click probability, covariance: 0.7284
mean number, photons and clicks: 1.0000 0.6605
Mandel Q, photons and clicks: 3.0000 1.9815
g2, photons and clicks: 4.0000 4.0000
moment series converges for eta below: 0.4142
moment-series terms 20 and 40: 1.307e+03 1.049e+07
half gate, one temporal mode, P0 P1 P2: 0.2500 0.5000 0.2500
half gate, separate modes, P0 P1 P2: 0.0000 1.0000 0.0000
```
